# Zero-Point Motion and Classical Initialization of a 15.5 THz Mode

## Question

I am preparing a silicon target at 300 K for a collision-cascade simulation. The atoms receive classical thermal displacements and velocities before the recoil is launched. An exercise asks me to treat one vibration as an Einstein mode at 15.5 THz and to show that this classical start underestimates the mean-square displacement, the quantum value being about 1.47 times larger.

I put $\omega=15.5\times10^{12}\ \mathrm{s^{-1}}$ into the quantum oscillator formula and found a ratio of 1.013, so the classical start looked fine to me. Three things confuse me:

1. Where does 1.47 come from, and why is the classical value the smaller one?
2. My code puts atoms on their lattice sites and draws velocities at $2T$, not $T$. Does that change the comparison?
3. If the ratio really is 1.47, can I repair the start by raising the temperature of the whole target?

## Answer

The 15.5 THz is an ordinary frequency $\nu$, in cycles per second. The oscillator formulas contain the angular frequency

$$\omega=2\pi\nu=9.739\times10^{13}\ \mathrm{rad/s}.$$

Leaving out the $2\pi$ makes the vibrational quantum $\hbar\omega$ too small by that factor, and the mode then looks nearly classical. That is the origin of your 1.013. The rest needs both averages, so I derive them from the start.

### The model and the classical average

Let $u$ be one Cartesian displacement of an atom of mass $m$ from its site, and $p$ the conjugate momentum. In the Einstein model this coordinate is an independent harmonic oscillator,

$$H=\frac{p^2}{2m}+\frac{1}{2}m\omega^2u^2 .$$

The target is in thermal equilibrium at $T$ before the recoil starts. Nothing below describes the hot, strongly disturbed region that the cascade later creates.

Classically, the probability of a displacement is proportional to $e^{-\kappa u^2/(2k_BT)}$, with the spring constant $\kappa=m\omega^2$. To find the mean of $u^2$, use

$$\frac{d}{du}e^{-\kappa u^2/(2k_BT)}=-\frac{\kappa u}{k_BT}\,e^{-\kappa u^2/(2k_BT)}$$

and integrate by parts. The boundary term vanishes, which leaves

$$\int u^2e^{-\kappa u^2/(2k_BT)}\,du=\frac{k_BT}{\kappa}\int e^{-\kappa u^2/(2k_BT)}\,du .$$

Dividing by the normalization integral gives

$$\langle u^2\rangle_{\rm cl}=\frac{k_BT}{m\omega^2}. \tag{1}$$

### Your start at $2T$

An atom that begins at $u=0$ with velocity $v_0$ follows $u(t)=(v_0/\omega)\sin\omega t$. The average of $\sin^2\omega t$ over a period is $1/2$, so

$$\overline{u^2}=\frac{v_0^2}{2\omega^2}.$$

Velocities drawn at $2T$ have $\langle v_0^2\rangle=2k_BT/m$. Averaging over them gives

$$\langle\overline{u^2}\rangle=\frac{1}{2\omega^2}\,\frac{2k_BT}{m}=\frac{k_BT}{m\omega^2},$$

which is equation (1) again. The doubled temperature supplies the potential energy that is missing when every atom starts on its site. It does not supply any quantum correction. The equality holds for the average over a period, not at every instant. At the first instant all displacements are zero, and in this one-frequency model the atoms then swing in step, with variance $(2k_BT/m\omega^2)\sin^2\omega t$ at time $t$. Launching the recoil at a random moment of the period gives the correct variance on average over many runs, although the atoms within each single target still swing in step. In a crystal with many mode frequencies, the motions get out of step after some time, and the variance settles near its thermal value.

### The quantum average

Write the displacement with the lowering operator $a$ and the raising operator $a^\dagger$, where $[a,a^\dagger]=1$:

$$u=s(a+a^\dagger),\qquad s^2=\frac{\hbar}{2m\omega}.$$

Squaring gives

$$u^2=s^2\left(a^2+a^{\dagger2}+aa^\dagger+a^\dagger a\right).$$

In the energy level $n$, the first two terms have zero expectation value because they change $n$ by two. The other two give $n+1$ and $n$. Hence

$$\langle u^2\rangle_n=s^2(2n+1).$$

The levels are $E_n=\hbar\omega(n+\tfrac12)$. Define

$$x=\frac{\hbar\omega}{k_BT}=\frac{h\nu}{k_BT}.$$

The common factor $e^{-x/2}$ cancels from the normalized Boltzmann weights, leaving weights proportional to $e^{-nx}$. Their sum is $Z=\sum_n e^{-nx}=1/(1-e^{-x})$, so the mean occupation is

$$\bar n=-\frac{d\ln Z}{dx}=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.$$

Then

$$2\bar n+1=\frac{2+(e^x-1)}{e^x-1}=\frac{e^x+1}{e^x-1}=\coth\frac{x}{2},$$

where the last step follows on multiplying numerator and denominator by $e^{-x/2}$. The thermal quantum average is therefore

$$\langle u^2\rangle_{\rm q}=\frac{\hbar}{2m\omega}\coth\frac{x}{2}. \tag{2}$$

### The ratio, and why it exceeds one

Divide (2) by (1):

$$R=\frac{\hbar}{2m\omega}\,\frac{m\omega^2}{k_BT}\coth\frac{x}{2}
=\frac{x}{2}\coth\frac{x}{2}. \tag{3}$$

The mass cancels when the frequency is held fixed. With $y=x/2>0$, equation (3) reads $R=y/\tanh y$. The functions $y$ and $\tanh y$ both start at zero, but the slope of $\tanh y$ is $1/\cosh^2y<1$ for $y>0$. Thus $\tanh y<y$, and $R>1$ at every finite temperature.

The reason becomes visible if $\coth(x/2)=1+2\bar n$ is put back into (3):

$$R=\underbrace{\frac{x}{2}}_{\text{zero-point}}+\underbrace{\frac{x}{e^x-1}}_{\text{thermal}}. \tag{4}$$

Since $e^x-1>x$, the thermal part is less than one: quantization suppresses thermal excitation below its classical amount. The zero-point part, which has no classical counterpart, more than makes up for that loss.

There are two useful limits.

- **High temperature, $x\ll1$.** From $\coth y=1/y+y/3+\cdots$ one gets $R=1+x^2/12+\cdots$. The term linear in $x$ is absent because the zero-point gain $+x/2$ cancels the first thermal loss $-x/2$.
- **Low temperature, $x\gg1$.** Here $\coth(x/2)\to1$ and $R\to x/2$. The ratio grows without limit because the classical displacement goes to zero, while the quantum one settles at $\hbar/(2m\omega)$.

### Numbers for 15.5 THz and 300 K

The two energies are $h\nu=64.10$ meV and $k_BT=25.85$ meV, so

$$x=\frac{64.10}{25.85}=2.480,\qquad \tanh\frac{x}{2}=0.8454,$$

$$R=\frac{1.2398}{0.8454}=1.467.$$

This is the 1.47 of the exercise. Equation (4) splits it as $1.240+0.227$. The mean occupation is just 0.091, so the mode is mostly in its ground state at room temperature.

For absolute displacements take the silicon mass, 28.0855 u. The spring constant is

$$m\omega^2=442\ \mathrm{N/m}=27.61\ \mathrm{eV/Å^2}.$$

Equation (1) gives

$$\langle u^2\rangle_{\rm cl}=\frac{0.02585\ \mathrm{eV}}{27.61\ \mathrm{eV/Å^2}}=9.36\times10^{-4}\ \mathrm{Å^2}.$$

For equation (2), note that $\hbar/(2m\omega)=\tfrac12\hbar\omega/(m\omega^2)$. The zero-point value is therefore $0.03205/27.61=1.161\times10^{-3}\ \mathrm{Å^2}$, and

$$\langle u^2\rangle_{\rm q}=\frac{1.161\times10^{-3}}{0.8454}\ \mathrm{Å^2}=1.373\times10^{-3}\ \mathrm{Å^2}.$$

The zero-point part alone is already larger than the full classical value. The root-mean-square displacements are 0.0306 Å (3.06 pm) classically and 0.0371 Å (3.71 pm) quantum mechanically. Their ratio is $\sqrt{1.467}=1.21$. Relative to the quantum value, the classical mean square is too small by $1-1/1.467=32\,\%$.

Equation (2) can be tested without ladder operators. Diagonalizing $H$ on 161 points between $-0.40$ and $+0.40$ Å and averaging with Boltzmann weights gives $1.3732\times10^{-3}\ \mathrm{Å^2}$, in agreement with the formula. Classical trajectories started on the site at $2T$ give $9.364\times10^{-4}\ \mathrm{Å^2}$, in agreement with (1).

### Repairing this one mode

A correct variance would not suffice if the quantum distribution had a different shape from the classical Gaussian. To settle this, consider its characteristic function

$$f(q)=\langle E\rangle,\qquad E=e^{iqu}.$$

Because $[a,u]=s$ and $[a^\dagger,u]=-s$, the commutators with $E$ are

$$[a,E]=iqs\,E,\qquad [a^\dagger,E]=-iqs\,E.$$

The thermal density operator $\rho\propto e^{-H/(k_BT)}$ obeys $\rho a=e^{x}a\rho$, since $a$ lowers the energy by $\hbar\omega$. Cyclic permutation under the trace then gives $\langle aE\rangle=e^x\langle Ea\rangle$. The first commutator says $\langle aE\rangle-\langle Ea\rangle=iqs f$. Solving these two equations,

$$\langle Ea\rangle=iqs\,\bar n f,\qquad \langle aE\rangle=iqs(\bar n+1)f.$$

Likewise $\rho a^\dagger=e^{-x}a^\dagger\rho$ gives $\langle Ea^\dagger\rangle=e^x\langle a^\dagger E\rangle$. With the second commutator, $(1-e^x)\langle a^\dagger E\rangle=-iqs f$, so

$$\langle a^\dagger E\rangle=iqs\,\bar n f.$$

Now differentiate $f$:

$$f'(q)=i\langle uE\rangle=is\left(\langle aE\rangle+\langle a^\dagger E\rangle\right)=-q\,s^2(2\bar n+1)f=-q\langle u^2\rangle_{\rm q}f.$$

With $f(0)=1$ the solution is $f=e^{-q^2\langle u^2\rangle_{\rm q}/2}$, the characteristic function of a Gaussian. The quantum position distribution is thus Gaussian, just wider than the classical one.

For the momentum, $p=-i\sqrt{m\hbar\omega/2}\,(a-a^\dagger)$. The terms $a^2$ and $a^{\dagger2}$ again drop out, so

$$\frac{\langle p^2\rangle}{m}=\frac{\hbar\omega}{2}(2\bar n+1)=m\omega^2\langle u^2\rangle_{\rm q}=k_BT\,R .$$

The Hamiltonian treats $p/(m\omega)$ and $u$ symmetrically, so the momentum distribution is Gaussian too. Both distributions are those of a classical oscillator at

$$T_{\rm eff}=RT=440\ \mathrm{K}.$$

You can therefore draw $u$ and $p$ of this mode independently from classical Gaussians at 440 K. The harmonic motion $u(t)=u\cos\omega t+(p/m\omega)\sin\omega t$ then keeps the variance constant, because $u$ and $p/(m\omega)$ are independent, so that the cross term averages to zero, and have equal variances, with $\cos^2\omega t+\sin^2\omega t=1$. If you keep your on-site start instead, velocities drawn at $2T_{\rm eff}=880$ K give the correct variance on average over a period, but not the Gaussian shape. With $\langle v_0^4\rangle=3\langle v_0^2\rangle^2$, $\langle v_0^2\rangle/\omega^2=2\langle u^2\rangle_{\rm q}$ and a period average of $3/8$ for $\sin^4\omega t$, the mean of $u^4$ is $3\times4\times\tfrac38=4.5$ times $\langle u^2\rangle_{\rm q}^2$, whereas a Gaussian has 3. Drawing $u$ and $p$ independently is therefore the better start for this mode.

### Why you should not heat the whole target to 440 K

A silicon atom takes part in many modes, and $T_{\rm eff}$ depends on their frequency. Let $g(\omega)$ be the normalized distribution of mode frequencies. In a cubic crystal of equal atoms on equivalent sites, the classical variance along one axis is

$$\langle u^2\rangle_{\rm cl}=\int g(\omega)\frac{k_BT}{m\omega^2}\,d\omega .$$

The weight $1/\omega^2$ favours soft modes, whose $R$ is close to one. The Debye model makes this quantitative, with $g=3\omega^2/\omega_D^3$ up to a cutoff $\omega_D=k_B\theta/\hbar$. The factors $\omega^2$ cancel:

$$\langle u^2\rangle_{\rm cl}=\frac{3k_BT}{m\omega_D^3}\int_0^{\omega_D}d\omega=\frac{3k_BT}{m\omega_D^2}.$$

In the quantum variance each mode carries its own factor $R$. Dividing, and changing the variable to $x$ with $x_D=\theta/T$, gives

$$R_D=\frac{1}{x_D}\int_0^{x_D}\frac{x}{2}\coth\frac{x}{2}\,dx. \tag{5}$$

This is a plain average of $R$ from zero frequency to the cutoff. For small $x_D$, averaging $x^2/12$ gives $R_D\approx1+x_D^2/36$.

With a rough Debye temperature of 530 K for silicon, of the kind fitted to thermal displacements, equation (5) gives $R_D=1.08$ at 300 K. The result depends on this choice: the often tabulated calorimetric value of about 645 K would give $R_D=1.12$ and a quantum variance of $4.2\times10^{-3}\ \mathrm{Å^2}$. The numbers below use 530 K. An explicit sum over wavevectors in a sphere gives 1.085, against 1.084 from the integral. The variance is $5.5\times10^{-3}\ \mathrm{Å^2}$ classically and $6.0\times10^{-3}\ \mathrm{Å^2}$ quantum mechanically. The latter is 4.4 times the quantum value for the 15.5 THz mode: an Einstein crystal with every vibration at this frequency is much stiffer than the Debye crystal.

In this Debye target, a classical start at 300 K is low by about 8 % of the quantum variance. Setting all modes to 440 K raises the classical variance by a factor of 1.467, and the result is too large by a factor

$$\frac{1.467}{1.084}=1.35 .$$

For the displacements, that error is larger than the one it was meant to cure. The velocities are a different case, because their variance weights each mode by $g(\omega)$ without the factor $1/\omega^2$. The ratio is then $(3/x_D^3)\int_0^{x_D}x^2\,\frac{x}{2}\coth\frac{x}{2}\,dx$, which is 1.15 for $\theta=530$ K and 1.29 for a cutoff at 15.5 THz. In the second case 440 K overshoots the velocity variance by 14 %, less than the 22 % shortfall at 300 K. No single temperature matches both quantities. If the total displacement variance is all you need, the classical temperature should be $1.084\times300\approx325$ K in this model, whereas the velocity variance would call for about 345 K. That single temperature still gives too little motion to the fast modes and too much to the slow ones. Sampling each normal mode at its own $T_{\rm eff}(\omega)$ avoids this, as long as the harmonic description holds. With anharmonic forces, classical dynamics gradually passes energy from the fast modes to the slow ones, so the recoil should be launched soon after the sampling.

### How this relates to a real silicon target

The frequency 15.5 THz lies near the top of silicon's optical branch, and 300 K is about room temperature. Of the two assumptions examined here, a single frequency and harmonic forces, the first affects the ratio more. Replacing it by the Debye spectrum moves the ratio from 1.47 to about 1.08. The Debye spectrum is itself an approximation, without separate optical branches, so the second figure is an estimate. Even with the cutoff raised to 15.5 THz, equivalent to $\theta=744$ K, the ratio is 1.16.

Target temperature matters as well. With the mode frequency held fixed, $R$ is 4.83 at 77 K and 1.08 at 773 K. The first value is close to the low-temperature form $x/2$. A classical start for this mode is therefore poor in a cryogenic target and fairly good in a strongly heated one.

Anharmonicity is a smaller matter in a simple estimate. Replace the parabola by a Morse well, $V=D(1-e^{-\alpha u})^2$, with a rough depth $D=4.6$ eV and $\alpha$ chosen so that $2D\alpha^2=m\omega^2$. The variance about the mean position rises by 1.6 % classically and 1.2 % quantum mechanically, and the ratio becomes 1.461. These changes scale roughly as $1/D$: with $D=2.3$ eV they are 3.2 % and 2.5 %, and the ratio is 1.456. This one-dimensional well only indicates an order of magnitude and does not represent silicon's actual anharmonic forces.

Finally, the energy missing from one atom is small compared with the energy needed to displace it. For three such modes, one along each axis, the vibrational energy missing from the classical start is

$$3(R-1)k_BT=3\times0.4665\times25.85\ \mathrm{meV}=36\ \mathrm{meV}.$$

This is about 0.24 % of a rough displacement threshold of 15 eV. Because all three modes sit near the top of the spectrum, 36 meV is close to an upper bound for a harmonic crystal; the Debye spectrum with $\theta=530$ K gives about 12 meV. The comparison is for a single atom: the total missing from a region of the target grows with the number of atoms in it. The classical start also changes where the atoms stand when a moving ion passes them. How much this changes channelling or the number of defects is a separate question, which the ratio $R$ does not answer.

The main values are in the numerical output below.

## Numbers as computed

```
Mode frequency nu: 15.5 THz
Angular frequency omega: 9.7389e+13 rad/s
Temperature: 300 K
Silicon mass: 28.0855 u
Quantum h nu: 64.10 meV
Thermal energy k_B T: 25.85 meV
x = h nu/(k_B T): 2.4796
tanh(x/2): 0.8454
Mean occupation: 0.0914
Classical mean square, formula: 9.3638e-04 A^2
Classical mean square, Boltzmann sum: 9.3638e-04 A^2
Classical mean square, trajectories from 2T: 9.3642e-04 A^2
Zero-point mean square: 1.1609e-03 A^2
Quantum mean square, formula: 1.3732e-03 A^2
Quantum mean square, diagonalization: 1.3732e-03 A^2
Classical rms displacement: 0.0306 A
Quantum rms displacement: 0.0371 A
Ratio R, formula: 1.4665
Ratio R, numerical: 1.4665
Ratio of rms displacements: 1.2110
Classical shortfall relative to quantum: 31.8 %
Zero-point part of R: 1.2398
Thermal part of R: 0.2267
Effective temperature of the mode: 440.0 K
R if 15.5e12 were read as rad/s: 1.0129
R at 77 K: 4.831
R at 773 K: 1.076
Rough Debye temperature: 530 K
Debye ratio, rough Debye temperature: 1.0841
Same ratio, wavevector sum: 1.0849
Debye classical mean square: 5.534e-03 A^2
Debye quantum mean square: 5.999e-03 A^2
Debye over single-mode quantum mean square: 4.37
Temperature h nu/k_B of the mode: 743.9 K
Debye ratio, cutoff at the mode: 1.1613
Overshoot if all Debye modes are set to T_eff: 1.353
Rough Morse depth: 4.6 eV
Morse change of classical variance: 1.58 %
Morse change of quantum variance: 1.22 %
Ratio R in the Morse well: 1.4614
Missing energy, three such modes: 36.2 meV
Rough displacement threshold: 15 eV
Missing energy over threshold: 2.41e-03
```
